**Optical-displacement splitting of silicon's valence triplet**

Without spin-orbit coupling, a relative sublattice displacement $\mathbf u$ couples the valence states $X,Y,Z$ at $\Gamma$ through $h_{XY}=Du_z$, $h_{YZ}=Du_x$, $h_{ZX}=Du_y$, where $D$ is the optical coupling constant. At first order this gives shifts $-Du,0,Du$ along [001], and a singlet at $2Du/\sqrt3$ with a doublet at $-Du/\sqrt3$ along [111]. The program confirms by a group average that symmetry allows one coupling constant. It then solves displaced silicon crystals self-consistently in the local density approximation. It asserts the linear [001] spread, the quadratic defect of the equal spacing, the [111] doublet and its reversal with the sign of $u$, and the levels and matrix elements for [123]. The output gives $D\approx4.9$ eV/Å, with shifts of −0.005 eV/Å for a higher cutoff and −0.024 eV/Å for a denser mesh. At $u=0.03$ Å the [111] gap, averaged over both signs of $u$, is 0.2554 eV, equal to the value predicted from [001] at the printed precision. A six-state model with a rough spin-orbit splitting of 0.044 eV shows that the [111] doublet then splits by about 0.031 eV.

## Numerical verification

```python
"""Frozen optical displacement in silicon, without spin-orbit coupling.

Result under test: in the valence triplet (X, Y, Z) at Gamma the first-order
Hamiltonian is D*[[0,uz,uy],[uz,0,ux],[uy,ux,0]].  Thus u || [001] gives
-D*u, 0, D*u and u || [111] gives a singlet 2*D*u/sqrt(3) and a doublet
-D*u/sqrt(3).  u = displacement of atom 2 relative to atom 1; atom 2 sits at
a/4*(1,1,1) from atom 1; D = optical coupling constant.
Independent road: self-consistent plane-wave LDA calculations of the displaced
crystal.  Internal units are Hartree atomic units; output is in eV and angstrom.
The origin is the bond centre, so inversion makes all Hamiltonians real.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn, ifftn
from scipy.linalg import eigh
from pyscf.dft import libxc
from pyscf.pbc import gto

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
LATTICE_A = 5.43                     # rough lattice constant, angstrom
a = LATTICE_A / BOHR
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = a**3 / 4
tau = a / 4 * np.ones(3)
N = 24                               # multiple of 8: atoms lie on grid points
freq = np.rint(np.fft.fftfreq(N) * N).astype(int)
grid_m = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), -1).reshape(-1, 3)
grid_G = grid_m @ recip
G2 = np.sum(grid_G**2, axis=1)
safe_G2 = np.where(G2 > 1e-12, G2, 1.0)

# Published pseudopotential parameters, read from the library.
pp = gto.M(atom="Si 0 0 0", a=np.eye(3) * 10, basis="gth-szv",
           pseudo="gth-pade", verbose=0)._pseudo["Si"]
r_loc, c_loc = pp[1], pp[3]
assert len(c_loc) == 1 and len(pp[5:]) == 2
r_s, h_s = pp[5][0], np.array(pp[5][2], float)
r_p, h_p = pp[6][0], np.array(pp[6][2], float)
h_s = np.triu(h_s) + np.triu(h_s, 1).T
assert h_s.shape == (2, 2) and h_p.shape == (1, 1)
coupling = np.zeros((5, 5))
coupling[:2, :2] = h_s
coupling[2:, 2:] = np.eye(3) * h_p[0, 0]
ion = np.exp(-G2 * r_loc**2 / 2) / volume * (
    -4 * np.pi * 4 / safe_G2 + (2 * np.pi)**1.5 * r_loc**3 * c_loc[0])
ion[G2 < 1e-12] = 0.0                # common energy zero, independent of u


def projectors(K):
    """Fourier transforms of two s and three p projectors at wavevectors K."""
    q2 = np.sum(K**2, axis=1)
    pref = np.pi**1.25 / np.sqrt(volume)
    s_gauss = np.exp(-q2 * r_s**2 / 2) * r_s**1.5 * pref / np.sqrt(4 * np.pi)
    s1 = 4 * np.sqrt(2) * s_gauss
    s2 = 8 * np.sqrt(2 / 15) * (3 - q2 * r_s**2) * s_gauss
    p = (8 / np.sqrt(3) * r_p**2.5 * pref * np.sqrt(3 / (4 * np.pi))
         * np.exp(-q2 * r_p**2 / 2))
    return np.column_stack([s1, s2, K * p[:, None]])


def plane_waves(k, cutoff):
    K = grid_G + k
    chosen = np.flatnonzero(np.sum(K**2, axis=1) / 2 < cutoff)
    K = K[chosen]
    m = grid_m[chosen]
    d = m[:, None, :] - m[None, :, :]
    assert np.abs(d).max() < N // 2  # no aliasing of the density
    d %= N
    return {"K": K, "pos": chosen, "diff": (d[..., 0] * N + d[..., 1]) * N + d[..., 2],
            "beta": projectors(K), "kin": np.sum(K**2, axis=1) / 2}


def cubic_mesh(denominator, rule):
    """Mesh with full cubic symmetry, halved by time reversal."""
    M = 2 * denominator
    full = set()
    for i, j, l in product(range(M), repeat=3):
        if rule(i, j, l):
            full.add(((j + l) % M, (i + l) % M, (i + j) % M))
    weights = {}
    for f in full:
        rep = min(f, tuple((-x) % M for x in f))
        weights[rep] = weights.get(rep, 0) + 1 / len(full)
    return len(full), [(np.array(f) / M @ recip, w) for f, w in weights.items()]


def static_part(b, half):
    """Kinetic and nonlocal energy, atoms at +half and -half."""
    phase = b["K"] @ half
    bc = b["beta"] * np.cos(phase)[:, None]
    bs = b["beta"] * np.sin(phase)[:, None]
    H = 2 * (bc @ coupling @ bc.T + bs @ coupling @ bs.T)
    H[np.diag_indices_from(H)] += b["kin"]
    return H


def crystal(u_angstrom, mesh, cutoff, density, bases=None):
    """Self-consistent LDA; returns Gamma levels (eV), Gamma matrix, density."""
    half = (tau + np.asarray(u_angstrom) / BOHR) / 2
    v_ion = 2 * ion * np.cos(grid_G @ half)
    if bases is None:
        bases = [plane_waves(k, cutoff) for k, _ in mesh]
    statics = [static_part(b, half) for b in bases]

    def potential(rho):
        rho_G = fftn(rho.reshape(N, N, N)).real.ravel() / N**3
        hartree = np.where(G2 > 1e-12, 4 * np.pi * rho_G / safe_G2, 0.0)
        vxc = np.asarray(libxc.eval_xc("lda,vwn", rho)[1][0]).reshape(N, N, N)
        return v_ion + hartree + fftn(vxc).real.ravel() / N**3

    rhos, residuals = [], []
    converged = False
    for _ in range(40):
        v = potential(density)
        new = np.zeros(N**3)
        for (k, w), b, S in zip(mesh, bases, statics):
            _, c = eigh(S + v[b["diff"]], subset_by_index=[0, 3],
                        overwrite_a=True, check_finite=False)
            box = np.zeros((4, N**3), complex)
            box[:, b["pos"]] = c.T
            psi = ifftn(box.reshape(4, N, N, N), axes=(1, 2, 3)) * N**3
            new += 2 * w / volume * np.sum(np.abs(psi)**2, axis=0).ravel()
        res = new - density
        if np.mean(np.abs(res)) * volume < 1e-6:
            converged = True
            break
        rhos, residuals = (rhos + [density])[-6:], (residuals + [res])[-6:]
        step = density + 0.7 * res
        if len(rhos) > 1:            # Anderson mixing
            dF = np.array([res - f for f in residuals[:-1]]).T
            dR = np.array([density - r for r in rhos[:-1]]).T
            g = np.linalg.lstsq(dF, res, rcond=None)[0]
            step = step - (dR + 0.7 * dF) @ g
        density = np.maximum(step, 1e-9)
    assert converged
    assert abs(np.mean(new) * volume - 8) < 1e-8
    b = plane_waves(np.zeros(3), cutoff)
    H = static_part(b, half) + potential(density)[b["diff"]]
    levels = eigh(H, eigvals_only=True, subset_by_index=[0, 7]) * HARTREE
    return levels, H, density


# Count the couplings allowed by the 24 tetrahedral operations.
average = np.zeros((27, 27))
operations = 0
for perm in permutations(range(3)):
    for signs in product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            R = np.diag(signs) @ np.eye(3)[list(perm)]
            average += np.kron(np.kron(R, R), R)
            operations += 1
average /= operations
allowed = np.linalg.matrix_rank(average, tol=1e-10)
pattern = (average @ np.arange(1.0, 28.0)).reshape(3, 3, 3)
pattern /= pattern[0, 1, 2]
for i, j, k in product(range(3), repeat=3):
    assert abs(pattern[i, j, k] - (len({i, j, k}) == 3)) < 1e-12
assert operations == 24 and allowed == 1


def first_order(D, u):
    return D * np.array([[0, u[2], u[1]], [u[2], 0, u[0]], [u[1], u[0], 0]])


# Self-consistent crystals.
CUT, CUT_HIGH = 7.0, 10.0
size, mesh = cubic_mesh(2, lambda i, j, l: (i + j + l) % 2 == 1)
size_fine, mesh_fine = cubic_mesh(4, lambda i, j, l: i % 2 and j % 2 and l % 2)
assert (size, size_fine) == (16, 32)
bases = [plane_waves(k, CUT) for k, _ in mesh]
guess_G = 8 / volume * np.cos(grid_G @ tau / 2) * np.exp(-G2 / 2)
guess = np.maximum(ifftn(guess_G.reshape(N, N, N)).real.ravel() * N**3, 1e-9)

u = 0.03                             # displacement, angstrom
z_dir = np.array([0, 0, 1.0])
d_dir = np.ones(3) / np.sqrt(3)
g_dir = np.array([1, 2, 3.0]) / np.sqrt(14)
all0, H0, rho0 = crystal(np.zeros(3), mesh, CUT, guess, bases)


def run(vector):
    levels, H, _ = crystal(vector, mesh, CUT, rho0, bases)
    return levels[1:4], H


E0 = all0[1:4]
Ez, _ = run(u * z_dir)
Ez2, _ = run(2 * u * z_dir)
Ep, _ = run(u * d_dir)
Em, _ = run(-u * d_dir)
Eg, Hg = run(u * g_dir)
Egm, Hgm = run(-u * g_dir)

# Undisplaced triplet: degenerate and well separated.
ref = E0.mean()
gap_up, gap_down = all0[4] - all0[3], all0[1] - all0[0]
assert np.ptp(E0) < 1e-4 and gap_up > 1 and gap_down > 5

# [001]: linear spread, quadratic defect of the equal spacing.
D = (Ez[2] - Ez[0]) / (2 * u)
defect, defect2 = Ez[0] + Ez[2] - 2 * Ez[1], Ez2[0] + Ez2[2] - 2 * Ez2[1]
assert abs(np.ptp(Ez2) / np.ptp(Ez) - 2) < 0.02
assert abs(defect) < 0.1 * np.ptp(Ez)
# Allowance: fourth-order terms and 0.1 meV of grid noise.
assert abs(defect2 - 4 * defect) < 0.15 * abs(defect2) + 1e-4

# [111]: exact doublet; the singlet is on top for +u and at the bottom for -u.
assert abs(Ep[1] - Ep[0]) < 1e-4 and abs(Em[2] - Em[1]) < 1e-4
gap_p, gap_m = Ep[2] - Ep[:2].mean(), Em[1:].mean() - Em[0]
assert gap_p > 0.5 * D * u and gap_m > 0.5 * D * u
gap111 = (gap_p + gap_m) / 2         # even orders cancel
assert abs(gap111 / (np.sqrt(3) * D * u) - 1) < 0.02
odd111 = (Ep - Em[::-1]) / 2
law111 = np.linalg.eigvalsh(first_order(D, u * d_dir))
assert np.max(np.abs(odd111 - law111)) < 0.02 * D * u

# General direction: levels and every matrix element.
odd_g = (Eg - Egm[::-1]) / 2
law_g = np.linalg.eigvalsh(first_order(D, u * g_dir))
assert np.max(np.abs(odd_g - law_g)) < 0.02 * D * u
for root in law_g:
    cubic = root**3 - (D * u)**2 * root - 2 * (D * u)**3 * np.prod(g_dir)
    assert abs(cubic) < 1e-10
b0 = plane_waves(np.zeros(3), CUT)
_, C = eigh(H0, subset_by_index=[1, 3])
p_like = b0["beta"][:, 2:] * np.sin(b0["K"] @ tau / 2)[:, None]
A = C.T @ p_like
A /= np.sqrt(np.trace(A.T @ A) / 3)
assert np.max(np.abs(A.T @ A - np.eye(3))) < 1e-3
XYZ = C @ A                          # triplet aligned with the cubic axes
matrix = XYZ.T @ (Hg - Hgm) @ XYZ / 2 * HARTREE
law_matrix = first_order(D, u * g_dir)
matrix_error = np.max(np.abs(matrix - law_matrix))
assert matrix_error < 0.02 * D * u

# Convergence of D.
Ek = crystal(u * z_dir, mesh_fine, CUT, rho0)[0][1:4]
Ec = crystal(u * z_dir, mesh, CUT_HIGH, rho0)[0][1:4]
D_mesh, D_cut = np.ptp(Ek) / (2 * u), np.ptp(Ec) / (2 * u)
assert abs(D_mesh / D - 1) < 0.05 and abs(D_cut / D - 1) < 0.05

# Neglected effects, from rough silicon values.
SO, FREQ, MASS = 0.044, 15.5e12, 28.1
eps = np.zeros((3, 3, 3))
for i, j, k in permutations(range(3)):
    eps[i, j, k] = np.linalg.det(np.eye(3)[[i, j, k]])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
H_so = SO / 3 * sum(np.kron(-1j * eps[k], pauli[k]) for k in range(3))
so_free = np.linalg.eigvalsh(H_so)
assert abs(so_free[2] - so_free[1] - SO) < 1e-12
so001 = np.linalg.eigvalsh(np.kron(first_order(D, u * z_dir), np.eye(2)) + H_so)
so111 = np.linalg.eigvalsh(np.kron(first_order(D, u * d_dir), np.eye(2)) + H_so)
assert np.max(np.abs(so001[::2] - so001[1::2])) < 1e-12
omega = 2 * np.pi * FREQ
quantum = sc.hbar * omega / sc.e
zero_point = np.sqrt(sc.hbar / (MASS * sc.atomic_mass * omega)) * 1e10
warm = zero_point / np.sqrt(np.tanh(sc.hbar * omega / (2 * sc.k * 300)))


def show(label, values, unit, digits=4):
    text = " ".join(f"{x:.{digits}f}" for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("lattice constant (rough input)", LATTICE_A, "angstrom", 2)
show("relative displacement u", u, "angstrom", 2)
show("plane-wave cutoff", CUT * HARTREE, "eV", 1)
print("full mesh points:", size)
print("tetrahedral operations:", operations)
print("independent couplings allowed:", allowed)
show("undisplaced: triplet to next level above", gap_up, "eV", 3)
show("undisplaced: triplet to next level below", gap_down, "eV", 3)
show("undisplaced: spread inside triplet", np.ptp(E0), "eV", 6)
show("coupling constant D", D, "eV/angstrom", 3)
show("product D*u", D * u, "eV")
show("[001] levels from undisplaced triplet", Ez - ref, "eV")
show("[001] lower and upper spacing", np.diff(Ez), "eV")
show("[001] spacing defect at u", defect, "eV", 5)
show("[001] spacing defect at 2u", defect2, "eV", 5)
show("[001] total spread, 2u over u", np.ptp(Ez2) / np.ptp(Ez), "")
show("+[111] levels from undisplaced triplet", Ep - ref, "eV")
show("-[111] levels from undisplaced triplet", Em - ref, "eV")
show("[111] doublet splitting", Ep[1] - Ep[0], "eV", 6)
show("[111] gap, mean of +u and -u", gap111, "eV")
show("[111] gap predicted, sqrt(3)*D*u", np.sqrt(3) * D * u, "eV")
show("[111] levels, odd part", odd111, "eV")
show("[111] levels predicted", law111, "eV")
show("[123] levels, odd part", odd_g, "eV")
show("[123] levels predicted", law_g, "eV")
show("[123] matrix XY, YZ, ZX", [matrix[0, 1], matrix[1, 2], matrix[2, 0]], "eV")
show("[123] predicted XY, YZ, ZX",
     [law_matrix[0, 1], law_matrix[1, 2], law_matrix[2, 0]], "eV")
show("[123] largest matrix-element error", matrix_error, "eV", 5)
show("higher cutoff", CUT_HIGH * HARTREE, "eV", 1)
show("shift of D with higher cutoff", D_cut - D, "eV/angstrom", 3)
print("denser full mesh points:", size_fine)
show("shift of D with denser mesh", D_mesh - D, "eV/angstrom", 3)
show("spin-orbit splitting (rough input)", SO, "eV", 3)
show("[001] level pairs with spin-orbit", so001[::2], "eV")
show("[111] level pairs with spin-orbit", so111[::2], "eV")
show("optical frequency (rough input)", FREQ / 1e12, "THz", 1)
show("optical phonon quantum", quantum, "eV", 3)
show("rms u per axis, 0 K, independent cells", zero_point, "angstrom", 3)
show("rms u per axis, 300 K, independent cells", warm, "angstrom", 3)
print("all assertions hold")
```

Running it gives:

```
lattice constant (rough input): 5.43 angstrom
relative displacement u: 0.03 angstrom
plane-wave cutoff: 190.5 eV
full mesh points: 16
tetrahedral operations: 24
independent couplings allowed: 1
undisplaced: triplet to next level above: 2.548 eV
undisplaced: triplet to next level below: 11.920 eV
undisplaced: spread inside triplet: 0.000000 eV
coupling constant D: 4.916 eV/angstrom
product D*u: 0.1475 eV
[001] levels from undisplaced triplet: -0.1473 0.0023 0.1476 eV
[001] lower and upper spacing: 0.1496 0.1453 eV
[001] spacing defect at u: -0.00432 eV
[001] spacing defect at 2u: -0.01725 eV
[001] total spread, 2u over u: 1.9989
+[111] levels from undisplaced triplet: -0.0843 -0.0843 0.1713 eV
-[111] levels from undisplaced triplet: -0.1693 0.0859 0.0859 eV
[111] doublet splitting: 0.000000 eV
[111] gap, mean of +u and -u: 0.2554 eV
[111] gap predicted, sqrt(3)*D*u: 0.2554 eV
[111] levels, odd part: -0.0851 -0.0851 0.1703 eV
[111] levels predicted: -0.0851 -0.0851 0.1703 eV
[123] levels, odd part: -0.1262 -0.0359 0.1621 eV
[123] levels predicted: -0.1262 -0.0359 0.1621 eV
[123] matrix XY, YZ, ZX: 0.1182 0.0394 0.0788 eV
[123] predicted XY, YZ, ZX: 0.1182 0.0394 0.0788 eV
[123] largest matrix-element error: 0.00002 eV
higher cutoff: 272.1 eV
shift of D with higher cutoff: -0.005 eV/angstrom
denser full mesh points: 32
shift of D with denser mesh: -0.024 eV/angstrom
spin-orbit splitting (rough input): 0.044 eV
[001] level pairs with spin-orbit: -0.1498 0.0003 0.1495 eV
[111] level pairs with spin-orbit: -0.1014 -0.0705 0.1719 eV
optical frequency (rough input): 15.5 THz
optical phonon quantum: 0.064 eV
rms u per axis, 0 K, independent cells: 0.048 angstrom
rms u per axis, 300 K, independent cells: 0.052 angstrom
all assertions hold
```
